# How Large Is Eddy-Current Damping in a Metallic Magnetic Film?

**Question.** The magnetization of a metallic ferromagnetic film precesses at 10 GHz. Its changing flux drives currents in the metal, and their heat is taken from the precession. How does the resulting damping depend on conductivity, magnetization and thickness, and at what thickness does it matter beside an intrinsic Gilbert damping of 0.006, or of 0.001?

**Answer.**

**The field made by the currents**

Let the film fill \(|z|<d/2\) and extend without limit in \(x\) and \(y\). It has conductivity \(\sigma\) and saturation magnetization \(M_s\). SI units are used, with \(\mathbf B=\mu_0(\mathbf H+\mathbf M)\). The precession angle is small and the magnetization obeys

\[
\dot{\mathbf M}=-\gamma\mu_0\,\mathbf M\times\mathbf H+\frac{\alpha_0}{M_s}\,\mathbf M\times\dot{\mathbf M},\qquad \gamma>0 .
\]

Small oscillating parts are written \(\mathbf m\) and \(\mathbf h\), and they depend on \(z\) alone. Then \(\nabla\cdot\mathbf B=0\) makes \(b_z\) uniform, and with no oscillating normal flux applied it vanishes. Hence \(h_z=-m_z\), and the normal component \(m_z\) induces no electric field.

An in-plane component \(m_y\) does induce one. With Ohm's law \(J_x=\sigma E_x\), and with the displacement current neglected inside the metal, the laws of Faraday and Ampère give

\[
\partial_zE_x=-\mu_0(\dot m_y+\dot h_y),\qquad -\partial_zh_y=\sigma E_x .
\]

Differentiating the second equation and inserting the first gives

\[
\partial_z^2h_y=\sigma\mu_0(\dot m_y+\dot h_y). \tag{1}
\]

Suppose for now that exchange keeps \(m_y\) uniform through the thickness, and drop \(\dot h_y\). By symmetry \(E_x\) is odd in \(z\), so the net current is zero. If no field leaves the film, \(h_y=0\) at both surfaces. Integrating (1) twice then gives

\[
h_y=-\frac{\sigma\mu_0}{2}\left(\frac{d^2}{4}-z^2\right)\dot m_y .
\]

The largest value of \(|h_y/m_y|\) is \(\sigma\mu_0\omega d^2/8=d^2/(4\delta^2)\), where \(\delta=\sqrt{2/(\mu_0\sigma\omega)}\) is the nonmagnetic skin depth. Dropping \(\dot h_y\) therefore requires \(d\ll\delta\).

Since the average of \(z^2\) is \(d^2/12\), the average field is

\[
\langle h_y\rangle=-\frac{\sigma\mu_0}{2}\left(\frac{d^2}{4}-\frac{d^2}{12}\right)\dot m_y=-\frac{\sigma\mu_0d^2}{12}\,\dot m_y . \tag{2}
\]

This average is what drives a uniform mode. The exchange torque averages to zero when the surfaces are unpinned, \(\partial_z\mathbf m=0\).

**From the field to a damping constant**

Take a film magnetized in its plane along \(x\), with static internal field \(H\). Then \(\mathbf M=(M_s,m_y,m_z)\) and the total field is \((H,h_y,-m_z)\). To first order

\[
(\mathbf M\times\mathbf H)_y=(H+M_s)m_z,\qquad(\mathbf M\times\mathbf H)_z=M_sh_y-Hm_y,
\]

while \(\mathbf M\times\dot{\mathbf M}\) has the components \(-M_s\dot m_z\) and \(M_s\dot m_y\). With \(\omega_H=\gamma\mu_0H\) and \(\omega_M=\gamma\mu_0M_s\),

\[
\dot m_y=-(\omega_H+\omega_M)m_z-\alpha_0\dot m_z,\qquad
\dot m_z=\omega_Hm_y-\omega_Mh_y+\alpha_0\dot m_y .
\]

Inserting (2) changes \(\alpha_0\dot m_y\) into \((\alpha_0+\alpha_E)\dot m_y\), where

\[
\boxed{\alpha_E=\frac{\omega_M\sigma\mu_0d^2}{12}=\frac{\gamma\mu_0^2\,\sigma M_s\,d^2}{12}}. \tag{3}
\]

The first equation is unchanged, so the damping is anisotropic. To find the decay rate, set \(\mathbf m\propto e^{st}\) and eliminate \(m_z\):

\[
s^2+(\omega_H+\omega_M+\alpha_0s)\bigl[\omega_H+(\alpha_0+\alpha_E)s\bigr]=0 .
\]

To first order in the damping constants, the coefficient of \(s\) is \(2\Gamma\), where \(\Gamma\) is the amplitude decay rate:

\[
\Gamma=\tfrac12\bigl[\alpha_0(2\omega_H+\omega_M)+\alpha_E(\omega_H+\omega_M)\bigr],\qquad \omega^2=\omega_H(\omega_H+\omega_M).
\]

An isotropic constant \(\alpha\) would give \(\Gamma=\tfrac12\alpha(2\omega_H+\omega_M)\). The in-plane film thus behaves as if its constant were

\[
\alpha_0+P\alpha_E,\qquad P=\frac{\omega_H+\omega_M}{2\omega_H+\omega_M}. \tag{4}
\]

In a weak field, \(\omega_H\ll\omega_M\), the orbit is flattened into the film plane and \(P\to1\). In a strong field it is nearly circular, half of the motion induces no current, and \(P\to\tfrac12\).

If the film is magnetized along its normal, both oscillating components lie in the plane. With \(m_+=m_x+im_y\), \(h_+=h_x+ih_y\), and \(\omega_i\) equal to \(\gamma\mu_0\) times the internal field, the same cross products give

\[
\dot m_+=i\omega_im_+-i\omega_Mh_++i\alpha_0\dot m_+ . \tag{5}
\]

Rotation symmetry about \(z\) extends (2) to \(h_+\). The last two terms combine into \(i(\alpha_0+\alpha_E)\dot m_+\), so here \(\alpha_E\) acts as an ordinary Gilbert constant.

**Why the thickness enters squared**

The energy balance gives the same result. To lowest order \(E_x=-\mu_0z\dot m_y\), so the mean Joule power per volume is

\[
\langle\sigma E_x^2\rangle=\frac{\sigma\mu_0^2d^2}{12}\,\dot m_y^2 .
\]

A Gilbert term is equivalent to a field \(-\alpha\dot{\mathbf M}/(\gamma\mu_0M_s)\). Its power loss per volume is \(-\mu_0\) times this field times \(\dot{\mathbf M}\), that is \(\alpha\dot{\mathbf M}^2/(\gamma M_s)\). Equating the two losses for \(\dot m_y\) returns (3).

The electric field grows linearly with distance from the mid-plane, hence the heat density grows as \(d^2\). At a fixed precession angle the heat scales as \(M_s^2\), while the Gilbert loss scales as \(\alpha M_s\). One power of \(M_s\) remains in \(\alpha_E\).

**When the mode stops being uniform**

The eddy field is strongest at mid-thickness and tends to distort the mode, which exchange resists. For exchange stiffness \(A\), define \(\Lambda=2A/(\mu_0M_s^2)\). The exchange field is then \(\Lambda\,\partial_z^2\mathbf m\). Take the perpendicular film with \(\alpha_0=0\) and keep two profiles that are even in \(z\) and unpinned:

\[
\varphi_0=1,\qquad\varphi_1=\sqrt2\cos(2\pi z/d).
\]

Exchange raises the frequency of the second by \(g=4\pi^2\omega_M\Lambda/d^2\).

Let \(K\) be the operator that solves \(-d^2u''=f\) with \(u(\pm d/2)=0\), so that \(h_+=-\sigma\mu_0d^2K\dot m_+\). For \(f=1\) the average of \(u\) is \(1/12\). For \(f=\varphi_1\) the solution is \(u=\sqrt2\,[\cos(2\pi z/d)+1]/(4\pi^2)\). The matrix elements are therefore

\[
K_{00}=\frac1{12},\qquad K_{01}=\frac{\sqrt2}{4\pi^2},\qquad K_{11}=\frac1{4\pi^2}.
\]

In the small eddy term of (5), \(\dot m_+\) is replaced by \(i\omega m_+\). This step, like the neglect of \(\dot h_+\), is accurate enough for the correction sought here if \(g\ll\omega\) and \(g\ll\omega_M\); in the example below \(g/\omega\) is about 0.03 at 300 nm. The eddy term becomes \(-Wm_+\) with \(W=\omega_M\sigma\mu_0d^2\omega K\). Writing \(s=i\omega+\lambda\), the two amplitudes obey

\[
\lambda a_0=-W_{00}a_0-W_{01}a_1,\qquad \lambda a_1=(ig-W_{11})a_1-W_{01}a_0 .
\]

Eliminating \(a_1\) gives

\[
\lambda=-W_{00}+\frac{W_{01}^2}{\lambda+W_{11}-ig}.
\]

Put \(\lambda\approx-W_{00}\) in the denominator and expand for \(g\) much larger than the elements of \(W\):

\[
\lambda\approx-W_{00}+\frac{iW_{01}^2}{g}-\frac{W_{01}^2(W_{00}-W_{11})}{g^2}.
\]

The second term shifts the frequency. The third adds to the decay, because \(W_{00}>W_{11}\). At leading order the cosine has the amplitude, relative to the uniform part,

\[
q=\frac{\sqrt2\,W_{01}}{g}=\frac{\sigma\mu_0\omega d^4}{8\pi^4\Lambda}. \tag{6}
\]

With \(W_{01}^2/g^2=q^2/2\), the damping constant becomes

\[
\alpha_E\left[1+\frac{q^2}{2}\left(1-\frac{K_{11}}{K_{00}}\right)\right]=\alpha_E\left[1+\left(\frac12-\frac{3}{2\pi^2}\right)q^2\right]. \tag{7}
\]

As the distortion sets in, the decay rate of this mode thus rises above the \(d^2\) law. The law needs \(q\ll1\) as well as \(d\ll\delta\), and since \(q\) grows as \(d^4\), it fails rather suddenly.

**Radiation**

A very wide film also emits plane waves from both faces. In the wave leaving the upper face, \(E_x=Z_0h_y\), with \(Z_0\) the impedance of free space. The surface value \(E_x=-\mu_0(d/2)\dot m_y\) then requires a surface field \(h_y=-\mu_0d\,\dot m_y/(2Z_0)\). The lower face gives the same value, so this field is added uniformly across the film. Its damping constant follows as in (3):

\[
\alpha_{\rm rad}=\frac{\gamma\mu_0^2M_sd}{2Z_0},\qquad \frac{\alpha_E}{\alpha_{\rm rad}}=\frac{\sigma Z_0d}{6}.
\]

It is linear in \(d\) and independent of \(\sigma\). The plane-wave picture needs a film wider than the wavelength, about 3 cm at 10 GHz.

**Numbers for a metallic film**

Take the round values \(\sigma=5\times10^6\) S/m, \(M_s=8\times10^5\) A/m and \(A=10^{-11}\) J/m. For \(g\)-factor 2, \(\gamma=1.759\times10^{11}\) rad/(s T). Equation (3) gives

\[
\frac{\alpha_E}{d^2}=\frac{(1.759\times10^{11})(1.257\times10^{-6})^2(5\times10^6)(8\times10^5)}{12}=9.26\times10^{10}\ \mathrm{m^{-2}} .
\]

For in-plane magnetization, resonance at 10 GHz needs \(\mu_0H=0.114\) T, and \(\mu_0M_s=1.005\) T. Hence \(P=1.119/1.233=0.908\). The added damping and its size relative to the two intrinsic values are:

| \(d\) (nm) | \(P\alpha_E\) | relative to 0.006 | relative to 0.001 |
|---|---|---|---|
| 10 | \(8.4\times10^{-6}\) | 0.14% | 0.84% |
| 30 | \(7.6\times10^{-5}\) | 1.3% | 7.6% |
| 100 | \(8.4\times10^{-4}\) | 14% | 84% |
| 200 | \(3.4\times10^{-3}\) | 56% | 336% |

The thickness at which the eddy part reaches a fraction \(f\) of the intrinsic part follows from \(P\alpha_E=f\alpha_0\):

\[
d_f=\sqrt{\frac{12f\alpha_0}{P\gamma\mu_0^2\sigma M_s}} .
\]

For \(\alpha_0=0.006\) and \(f=0.1\) this is \(\sqrt{6\times10^{-4}/(0.908\times9.26\times10^{10})}\) m, or about 84 nm. Equality, \(f=1\), comes at about 267 nm. For \(\alpha_0=0.001\) the two thicknesses are about 35 nm and 109 nm. In this model, eddy damping is a correction of ten per cent or more from several tens of nanometres upward, and sooner in a low-damping metal.

In a resonance measurement swept in field, the full frequency width \(2\Gamma\) is divided by \(d\omega/d\omega_H=(2\omega_H+\omega_M)/(2\omega)\). This gives

\[
\mu_0\Delta H=\frac{2(\alpha_0+P\alpha_E)\,\omega}{\gamma}.
\]

With \(\omega/\gamma=0.357\) T and \(\alpha_0=0.006\), the intrinsic part is 4.29 mT, and a 100 nm film adds 0.60 mT. Apart from the change of \(P\), which falls from 0.97 at 5 GHz to 0.79 at 20 GHz, both parts are proportional to frequency. A frequency sweep therefore separates them poorly, whereas a thickness series at fixed \(\sigma\), \(M_s\) and \(\alpha_0\) can separate them, provided a radiative term linear in \(d\) is allowed for.

Radiation into free space is smaller at these thicknesses: at 50 nm \(\alpha_{\rm rad}=1.5\times10^{-5}\), and \(\alpha_E\) is 15.7 times larger. The two are equal near 3 nm, where both are negligible beside 0.006. Coupling to a measuring line can be much stronger. A length \(l\) of film over a strip of width \(W\) links a flux of about \(\mu_0md\,l/2\) and drives the line impedance \(Z\) in both directions, which gives roughly \(\gamma\mu_0^2M_sdl/(8ZW)\). For \(Z=50\ \Omega\), \(l/W=10\) and \(d=50\) nm this is \(2.8\times10^{-4}\), more than \(\alpha_E=2.3\times10^{-4}\).

**How well the approximations hold**

Equation (1), with \(\dot h\) kept, was solved numerically together with the equation of motion and exchange, on 60 cells through the thickness. Neither a uniform mode nor a parabolic field was assumed. From 10 to 200 nm the computed damping agrees with \(\alpha_E\) (perpendicular) and \(P\alpha_E\) (in-plane) to 0.1%. Doubling \(\sigma\), \(M_s\) or \(d\) in turn, from a 50 nm perpendicular film at fixed frequency, gives the exponents 1.000, 1.000 and 2.000.

The skin depth is 2.25 μm, so it is the distortion \(q\) that ends the \(d^2\) law here. At 300 nm \(q=0.165\); equation (7) predicts an excess of 0.95%, and the computed one is 1.0%. At 400 nm \(q=0.52\), and the computed excess is 8.7% for the perpendicular film and 7.6% for the in-plane film, once the grid error of 0.06% seen in the thin films is removed. At the 267 nm crossover \(q\) is 0.10, and the total damping, corrected in the same way, is 2.004 times the intrinsic value instead of 2. These excesses belong to the decay rate of the nearly uniform mode. Once the line is wider than its distance \(g\) from the next standing mode, the measured width no longer follows that rate. For a 400 nm film driven equally from both faces, with \(\alpha_0=0.006\), the eddy part of the field-swept width lies about 12% (in-plane) and 15% (perpendicular) below the \(d^2\) law.

**Real films and memory cells**

The chosen values are of the size found in nickel-iron films. Iron-rich alloys can have about twice the magnetization and a higher conductivity, which lowers the crossover thickness at a given \(\alpha_0\). Surface scattering reduces \(\sigma\) in thin films; halving it halves \(\alpha_E\) and raises \(d_f\) by \(\sqrt2\). Equation (3) also assumes insulating neighbours. A nonmagnetic layer of thickness \(u\) and equal conductivity on one side, with no net current in the pair and \(d+u\ll\delta\), multiplies \(\alpha_E\) by \((d+4u)/(d+u)\), which is 1.5 for 20 nm of metal under a 100 nm film.

The free layer of a magnetic memory cell is only a few nanometres thick. At 2 nm, equation (3) gives \(4\times10^{-7}\), which is negligible. Such a layer has metal neighbours, however, which the formula leaves out. For a wide stack of total metal thickness \(D\gg d\), uniform conductivity and no net current, the electric field jumps by \(\mu_0d\,\dot m\) across the magnetic layer. The loss is greatest with that layer in the middle, where the field is \(\pm\mu_0d\,\dot m/2\) on the two sides. The heat per area is then \(\sigma\mu_0^2d^2D\,\dot m^2/4\), so the damping constant is \(\gamma\mu_0^2\sigma M_s\,dD/4\). With \(d=2\) nm and \(D=100\) nm this is \(3(9.26\times10^{10})(2\times10^{-16})=6\times10^{-5}\), far more than the layer's own part but still 1% of 0.006.

A patterned cell is not a wide film. The electric field of a narrow magnetic layer weakens markedly beyond a distance of about the layer's own width, so for a cell narrower than the stack is thick, this figure overstates the loss caused by the in-plane component. In a film of finite width magnetized in its plane, the oscillating \(m_z\) also drives currents that circle the film and are strongest near the rim. They are not included here, and they can add noticeably to \(P\alpha_E\), above all in a strong field, where \(m_z\) is comparable to \(m_y\). The numerical output below lists the values computed for the film without lateral limits.

## Computed results

```
conductivity sigma = 5.00e+06 S/m
saturation magnetization Ms = 8.00e+05 A/m
exchange stiffness A = 1.0e-11 J/m
precession frequency = 10.0 GHz
gamma (g = 2) = 1.7588e+11 rad/(s T)
mu0 Ms = 1.0053 T
internal field mu0 H, in-plane film = 0.1140 T
internal field mu0 H, perpendicular film = 0.3572 T
in-plane factor P = 0.9076
exchange length squared Lambda = 24.87 nm^2
nonmagnetic skin depth = 2.251 micrometre
alpha_E / d^2 = 9.2581e+10 1/m^2
columns: d (nm), alpha_E formula, perpendicular mode / formula,
  P*alpha_E, in-plane mode / formula, profile ratio q
    10  9.258e-06  1.0006  8.402e-06  1.0006  2.04e-07
    30  8.332e-05  1.0006  7.562e-05  1.0006  1.65e-05
    50  2.315e-04  1.0006  2.101e-04  1.0006  1.27e-04
   100  9.258e-04  1.0006  8.402e-04  1.0006  2.04e-03
   200  3.703e-03  1.0010  3.361e-03  1.0009  3.26e-02
   400  1.481e-02  1.0872  1.344e-02  1.0766  5.22e-01
profile ratio q at 300 nm = 0.1650
excess over d^2 law at 300 nm, formula = 0.00948
excess over d^2 law at 300 nm, computed = 0.01007
computed exponent of sigma = 1.0000
computed exponent of Ms = 1.0000
computed exponent of d = 2.0000
Joule power / Gilbert power, 100 nm = 1.0006
mode distortion at 200 nm, computed = 0.0326
total damping, perpendicular, 100 nm, computed = 0.00693
total damping, in-plane, 100 nm, computed = 0.00684
radiative damping at 50 nm, formula = 1.474e-05
radiative damping at 50 nm, computed = 1.474e-05
alpha_E/alpha_rad at 50 nm = 15.70
thickness where alpha_E = alpha_rad: 3.19 nm
intrinsic linewidth = 4.287 mT
eddy linewidth at 100 nm, in-plane = 0.600 mT
total linewidth at 100 nm, computed = 4.887 mT
alpha0 = 0.006: eddy part is 10% of it at 84.5 nm, equal at 267.2 nm
alpha0 = 0.001: eddy part is 10% of it at 34.5 nm, equal at 109.1 nm
total damping / alpha0 at equality, computed = 2.0046
profile ratio q at equality (alpha0 = 0.006) = 0.104
```
